\section*{Unscreening the Local PAW Potential and Its Vanishing Outside the Sphere}

\section{The decision}

A PAW calculation reads a local potential $\bar v(r)$ from each atomic dataset. The program must either cut this function off at the sphere radius $r_c$ or treat it as a long-ranged ionic potential with a Coulomb tail. The choice depends on what the compensation charge contained when the dataset was made. If it restores the whole charge of the atom, nucleus included, if the smooth densities and the screened potential match the true ones outside the sphere, and if exchange and correlation are local or semilocal, then $\bar v$ is zero for $r\ge r_c$ and can be cut off there without error. If it restores the valence charge alone, cutting off the tail removes a potential of 0.4 to 1.1 hartree at the sphere boundary in the sodium example below, depending on how much smooth core charge is kept in the Hartree term.

\section{Setting and conventions}

Hartree atomic units are used. Potentials act on electrons, and densities are number densities, so electrons count positively and a nucleus of charge $Z$ counts as $-Z\delta(\mathbf r)$. The Hartree potential of a density $\rho$,
\begin{equation}
v_H[\rho](\mathbf r)=\int\frac{\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r',
\qquad \nabla^2 v_H=-4\pi\rho ,
\end{equation}
goes to zero at infinity. It is positive (repulsive) for electrons and equals $-Z/r$ for the nucleus.

The dataset is built from a spherical reference atom with valence density $n$ and core density $n_c$. Its self-consistent Kohn--Sham potential is
\begin{equation}
v=v_H[n+n_c-Z\delta]+v_{xc}[n+n_c].
\label{eq:ae}
\end{equation}
The smooth partners are $\tilde n$, $\tilde n_c$ and a screened potential $\tilde v_{\rm scr}$. They are free inside the sphere, apart from being smooth, and satisfy
\begin{equation}
\tilde n=n,\qquad \tilde n_c=n_c,\qquad \tilde v_{\rm scr}=v
\qquad (r\ge r_c).
\label{eq:match}
\end{equation}
The first equality follows when each smooth partial wave joins its all-electron partner at $r_c$ and both carry the same occupation.

The compensation density is $\hat n(r)=Q\,g(r)$, where $g$ is zero for $r\ge r_c$ and $\int g\,d^3r=1$. Its charge is
\begin{equation}
Q=-Z+\int_{r<r_c}\left(n+n_c-\tilde n-\tilde n_c\right)d^3r .
\label{eq:Q}
\end{equation}
It therefore carries the nucleus, the core deficit and the valence deficit. Finally, $v_{xc}$ is assumed local or semilocal: its value at a point depends on the density and finitely many of its derivatives at that point.

\section{Where the unscreening formula comes from}

Write $\tilde\rho=\tilde n+\hat n+\tilde n_c$. The part of the PAW energy that is evaluated with smooth functions over all space is
\begin{equation}
\tilde E=\tilde T+\frac12\iint\frac{\tilde\rho(\mathbf r)\tilde\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'
+E_{xc}[\tilde n+\tilde n_c]+\int\tilde n\,\bar v\,d^3r ,
\end{equation}
with $\tilde T$ the kinetic energy of the smooth orbitals. Change $\tilde n$ by a small $\eta$ while $\hat n$ and $\tilde n_c$ stay fixed. The Hartree term changes to first order by
\begin{equation}
\frac12\iint\frac{\eta(\mathbf r)\tilde\rho(\mathbf r')+\tilde\rho(\mathbf r)\eta(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'
=\int\eta\,v_H[\tilde\rho]\,d^3r ,
\end{equation}
because exchanging $\mathbf r$ and $\mathbf r'$ shows that the two halves are equal. The exchange-correlation term changes by $\int\eta\,v_{xc}[\tilde n+\tilde n_c]\,d^3r$, by the definition of $v_{xc}$, and the last term by $\int\eta\,\bar v\,d^3r$. The local potential felt by the smooth orbitals is therefore
\begin{equation}
\tilde v_{\rm eff}=v_H[\tilde n+\hat n+\tilde n_c]+v_{xc}[\tilde n+\tilde n_c]+\bar v .
\label{eq:veff}
\end{equation}

The compensation charge also depends on the orbitals, through their projections onto the partial waves. A small change $\delta Q$ alters the Hartree energy, to first order, by $\delta Q\int g\,v_H[\tilde\rho]\,d^3r$. Since $\delta Q$ is built from projections, this term joins the nonlocal part of the Hamiltonian, not $\tilde v_{\rm eff}$.

In the reference atom we require $\tilde v_{\rm eff}=\tilde v_{\rm scr}$. Solving (\ref{eq:veff}) for $\bar v$ gives the unscreening formula
\begin{equation}
\bar v=\tilde v_{\rm scr}-v_H[\tilde n+\hat n+\tilde n_c]-v_{xc}[\tilde n+\tilde n_c].
\label{eq:unscreen}
\end{equation}
This function is stored and kept fixed in later calculations, where the other two terms of (\ref{eq:veff}) follow the new density.

\section{Proof that $\bar v$ vanishes outside}

Take $r\ge r_c$. There $\tilde v_{\rm scr}=v$, so (\ref{eq:ae}) can be inserted in (\ref{eq:unscreen}). The Hartree potential is linear in the density, and its two terms combine:
\begin{align}
\bar v&=v_H[\Delta\rho]+\left(v_{xc}[n+n_c]-v_{xc}[\tilde n+\tilde n_c]\right),
\label{eq:two}\\
\Delta\rho&=n+n_c-Z\delta-\tilde n-\hat n-\tilde n_c .
\end{align}

\subsection{The exchange-correlation bracket}

By (\ref{eq:match}) the two total densities agree throughout the exterior, and so do their derivatives at every point with $r>r_c$. A semilocal potential is then the same for both, and the bracket is zero.

At $r=r_c$ itself, a local-density potential needs equal density values, which continuity provides. The potential of a gradient-dependent functional contains second derivatives of the density, so equality at $r_c$, approached from inside, requires matching through the second derivative.

The argument does not cover nonlocal exchange. An exchange potential built from orbitals depends outside the sphere on the orbitals inside it, where true and smooth ones differ.

\subsection{The Hartree term}

The difference $\Delta\rho$ is spherical and is zero for $r>r_c$, but it is not zero inside. Integrate $\nabla^2v_H=-4\pi\Delta\rho$ over a ball of radius $r>r_c$. The divergence theorem turns the left side into the flux through the surface:
\begin{equation}
4\pi r^2\,\frac{dv_H}{dr}=-4\pi\,\delta Q,\qquad
\delta Q=\int\Delta\rho\,d^3r .
\end{equation}
Hence $dv_H/dr=-\delta Q/r^2$. Integrating, with $v_H\to0$ at infinity,
\begin{equation}
v_H[\Delta\rho](r)=\frac{\delta Q}{r}\qquad(r\ge r_c).
\label{eq:tail}
\end{equation}
Since $\int\hat n\,d^3r=Q$ and the other densities cancel beyond $r_c$,
\begin{equation}
\delta Q=-Z+\int_{r<r_c}(n+n_c-\tilde n-\tilde n_c)\,d^3r-Q=0
\end{equation}
by (\ref{eq:Q}). Both terms of (\ref{eq:two}) vanish, so $\bar v(r)=0$ for $r\ge r_c$.

The separate terms of (\ref{eq:unscreen}) do not vanish outside. The valence density extends beyond the sphere and produces Hartree and exchange-correlation potentials there; these are the same in the true and the smooth description, and subtracting them leaves nothing.

The zero of energy matters too. If $\tilde v_{\rm scr}$ were shifted by a constant $C$, then $\bar v$ would equal $C$ outside.

\subsection{What the localization is good for}

Inside each sphere PAW subtracts a one-centre copy of the smooth energy, evaluated with the one-centre smooth density $\tilde n^1$. The net energy contributed by $\bar v$ is
\begin{equation}
\int\bar v\,(\tilde n-\tilde n^1)\,d^3r .
\end{equation}
Outside the sphere the first factor is zero. Inside, the second is zero when the partial-wave expansion is complete. In that limit $\bar v$ adds no energy, whatever its form inside. With a tail this argument fails, because $\tilde n$ and $\tilde n^1$ need not agree outside the sphere.

\section{When the matching is incomplete}

\subsection{Compensation of the valence charge alone}

Suppose the densities match outside but the charges do not balance. Then (\ref{eq:two}) and (\ref{eq:tail}) give $\bar v=\delta Q/r$ outside. Charge balance is thus necessary as well as sufficient, given (\ref{eq:match}).

One such choice is $\hat n_v=Q_vg$ with $Q_v=\int_{r<r_c}(n-\tilde n)\,d^3r$. The valence terms cancel in $\delta Q$. Let $N_c$ and $\tilde N_c$ be the integrals of $n_c$ and $\tilde n_c$ over all space; their difference comes from inside the sphere. Then
\begin{equation}
\delta Q=N_c-\tilde N_c-Z=Q-Q_v .
\label{eq:valtail}
\end{equation}
The local potential made this way, $\bar v_v$, is related to the localized one by
\begin{equation}
\bar v_v=\bar v+v_H[(Q-Q_v)g],
\end{equation}
since the Hartree potential subtracted in (\ref{eq:unscreen}) now lacks this term. Both conventions give the same $\tilde v_{\rm eff}$ if each $\bar v$ is used with its own compensation charge. Using the localized $\bar v$ with $\hat n_v$ loses the attraction $v_H[(Q-Q_v)g]$; using $\bar v_v$ with the full $\hat n$ counts it twice.

\subsection{Core density missing from $v_{xc}$}

If $\tilde n_c$ is kept in the Hartree term but left out of $v_{xc}$, the bracket in (\ref{eq:two}) becomes
\begin{equation}
\bar v=v_{xc}[n+n_c]-v_{xc}[n]\qquad(r\ge r_c).
\end{equation}
This remainder is not a Coulomb tail. It fades where the core density becomes small compared with the valence density.

\subsection{Core matched too far out}

Let $\tilde n_c$ join $n_c$ at some $r_m>r_c$. With the total charge still balanced, the proof applies with $r_m$ in place of $r_c$. Then $\bar v$ vanishes beyond $r_m$, but in general not between $r_c$ and $r_m$. The cutoff radius of $\bar v$ must be no smaller than the largest matching radius.

\section{Worked example: the sodium atom}

The reference is a free Na atom, $1s^22s^22p^63s^1$, in the local density approximation with Slater exchange and VWN correlation. The treatment leaves out relativity and spin polarization, so its numbers characterize this model and not the measured atom. The $3s$ state is the valence; $r_c=2.6$ bohr $=1.376$ \AA. The computed $3s$ eigenvalue is $-0.1034$ hartree.

The smooth $3s$ partial wave and the smooth core density have the form $\exp(a+br^2+cr^4)$ inside the sphere, and the screened potential is $a+br^2+cr^4$, with separate coefficients for each. All match through the second derivative. The compensation shape is $g\propto(1-r^2/r_c^2)^2$. These choices display the unscreening simply; they are not tuned for production use.

\subsection{Charges}

Inside the sphere there are 0.189240 true and 0.222571 smooth valence electrons, and 9.974248 true and 1.926181 smooth core electrons. Equation (\ref{eq:Q}) gives
\begin{align}
Q&=-11+0.189240+9.974248\notag\\
&\quad-0.222571-1.926181=-2.985264 .
\end{align}
The negative sign means that $\hat n$ attracts electrons: it carries the nuclear charge $-11$, offset by the $9.974248-1.926181=8.048067$ core electrons missing from the smooth core, together with the valence deficit $-0.033331$.

\subsection{The potential}

The terms of (\ref{eq:unscreen}), in hartree, are as follows; the last digit is rounded separately in each column.

\begin{center}
\begin{tabular}{rrrrr}
$r$ (bohr) & $\tilde v_{\rm scr}$ & $v_H$ & $v_{xc}$ & $\bar v$\\
0.0034 & $-0.8166$ & $-0.0005$ & $-0.7752$ & $-0.0409$\\
1.1 & $-0.6858$ & $-0.2498$ & $-0.5221$ & $0.0861$\\
1.8 & $-0.5048$ & $-0.2457$ & $-0.3014$ & $0.0423$\\
2.6 & $-0.3057$ & $-0.1177$ & $-0.1881$ & $0.0000$\\
4.6 & $-0.1314$ & $-0.0151$ & $-0.1163$ & $0.0000$
\end{tabular}
\end{center}

At 1.1 bohr the subtraction reads $-0.6858+0.2498+0.5221=0.0861$. At the boundary, with more digits,
\begin{equation}
-0.305741+0.117668+0.188073=0.000000 .
\end{equation}
Near the nucleus $\bar v$ is $-1.11$ eV, and it changes sign further out. It does not resemble an ionic potential, because the ionic attraction sits in $\hat n$.

Between $r_c$ and 20 bohr the largest $|\bar v|$ is $7.4\times10^{-11}$ hartree. This is consistent with the last self-consistency change, $8.1\times10^{-10}$ hartree bohr in $rv$. The numerical check obtains the true electronic Hartree potential from the differential Poisson equation and the smooth one from Coulomb integrals, so the Hartree cancellation is obtained by two different routes; the exchange-correlation terms use the same exterior densities and agree by construction. It also confirms (\ref{eq:veff}) by a finite-difference derivative of the smooth energy.

\subsection{The three failures in numbers}

For valence-only compensation, (\ref{eq:valtail}) predicts
\begin{equation}
r\bar v_v=10-1.951933-11=-2.951933\ \text{hartree bohr},
\end{equation}
which is the value computed at 9 bohr. At $r_c$ the potential is $-2.951933/2.6=-1.135$ hartree, or $-30.9$ eV. The size of this tail depends on the charge $\tilde N_c$ of the chosen smooth core: the form $\exp(a+br^2)$, matched through the first derivative, gives $-1.866$ hartree bohr instead. If $\tilde n_c$ is left out of the Hartree term altogether, as is usual in datasets with valence-only compensation, the local potential outside is $v_H[n_c-Z\delta]$; it tends to $-1/r$ for Na and equals $-0.386$ hartree at $r_c$.

Leaving the core out of $v_{xc}$ leaves $-0.0146$ hartree at $r_c$ and $-0.0013$ hartree at 3.4 bohr. Matching the core at 3.4 bohr instead of 2.6 leaves up to $1.2\times10^{-3}$ hartree between these radii, while beyond 3.4 bohr the residual is again below $10^{-10}$ hartree.

\section{What may change and what may not}

\subsection{The shape of the compensation charge}

Replace $g$ by another normalized shape $g'$ inside the same sphere. By (\ref{eq:unscreen}), $\bar v$ changes by $-Q\,v_H[g'-g]$. The density $g'-g$ has zero total charge, so by the argument leading to (\ref{eq:tail}) the change is zero outside. This needs a shape that vanishes beyond $r_c$: a normalized Gaussian $\propto e^{-\alpha r^2}$ leaves $\bar v=Q\,\mathrm{erfc}(\sqrt{\alpha}\,r)/r$ outside, which at $r_c$ in the example is $-5.4\times10^{-3}$ hartree for $\alpha r_c^2=4$ and $-9\times10^{-6}$ hartree for $\alpha r_c^2=10$. Inside the sphere the change can be large. For $g_k\propto(1-r^2/r_c^2)^k$, set $x=r/r_c$. At the origin
\begin{equation}
v_H[g_k](0)=\int\frac{g_k}{r}\,d^3r
=\frac1{r_c}\,\frac{\int_0^1x(1-x^2)^k\,dx}{\int_0^1x^2(1-x^2)^k\,dx}.
\end{equation}
For $k=2$ the ratio is $(1/6)/(8/105)=35/16$. For $k=4$ it is $(1/10)/(128/3465)=693/256$. Going from $k=2$ to $k=4$ therefore changes $\bar v(0)$ by
\begin{equation}
2.985264\times\frac{2.7070-2.1875}{2.6}=0.5965\ \text{hartree}.
\end{equation}
The computed values at the innermost grid point, $-0.040850$ and $0.555660$ hartree, differ by 0.5965 hartree, in agreement. A narrower attractive charge makes $v_H$ deeper at the centre, and $\bar v$ rises to keep $\tilde v_{\rm scr}$ unchanged. A stored $\bar v$ reproduces $\tilde v_{\rm scr}$ in the reference atom only when it is used with the shape $g$ it was made with; its form inside drops out of the net energy for any given orbitals with $\tilde n=\tilde n^1$ inside the sphere. The smooth orbitals of the reference atom satisfy this equality because they are themselves partial waves, and general orbitals satisfy it in the limit of a complete partial-wave expansion. When the expansion is incomplete, changing $\bar v$ alone also changes the orbitals that solve the PAW equations, and the equality need not hold for the new ones.

\subsection{The valence occupation}

Now keep $\bar v$, the core and the partial waves fixed and change the occupation of the valence state. Outside the sphere $\bar v$ contributes nothing, and (\ref{eq:match}) still holds for the new densities. If $Q$ is recomputed from (\ref{eq:Q}), the charges balance again, and the proof run backwards gives
\begin{equation}
\tilde v_{\rm eff}=v_H[n+n_c-Z\delta]+v_{xc}[n+n_c]\qquad(r\ge r_c)
\end{equation}
with the new $n$. The smooth orbitals thus feel outside the all-electron potential of this density, although $\bar v$ was made for another occupation. Here the shape of the valence orbital is frozen along with the core. For half an electron in the Na $3s$ state, letting that orbital relax in the frozen core moves the potential from $-0.4145$ to $-0.4114$ hartree at $r_c$ and from $-0.2108$ to $-0.2060$ hartree at 4.6 bohr.

For Na$^+$ the valence terms drop out:
\begin{equation}
Q=-11+9.974248-1.926181=-2.951933 .
\end{equation}
The smooth and the true frozen-core potentials at $r_c$ are both $-0.507786$ hartree, and the test holds out to 20 bohr. The result concerns the exterior potential of a spherical ion with a frozen core. It does not cover relaxation of the core, which changes the Na$^+$ potential at $r_c$ to $-0.5036$ hartree, and it does not make $\tilde v_{\rm eff}$ equal to the true potential inside the sphere, where the one-centre terms of PAW supply the difference.

\section*{Calculated quantities}
\begin{verbatim}
Na atom, LDA: Z = 11, r_c = 2.6 bohr = 1.3759 angstrom
SCF iterations 47, last change of r*v 8.1e-10 Ha bohr
3s eigenvalue -0.103415 Ha = -2.8141 eV
2p eigenvalue -1.060636 Ha
Electrons inside r_c:
  valence, all-electron 0.189240
  valence, smooth       0.222571
  core, all-electron    9.974248
  core, smooth          1.926181
Core electrons in all space: true 10.000000, smooth 1.951933
Valence density at r_c 2.746550e-03 bohr^-3
Core density at r_c    8.491434e-04 bohr^-3
Compensation charge Q (electron number) -2.985264
Total smooth charge (electron number) -3.8e-15
r (bohr), v_screened, v_H, v_xc, vbar (Ha):
   0.0034   -0.816614   -0.000516   -0.775248   -0.040850
   0.2500   -0.809436   -0.024263   -0.758827   -0.026346
   0.6000   -0.775890   -0.116760   -0.686271    0.027141
   1.1000   -0.685769   -0.249816   -0.522087    0.086133
   1.8000   -0.504842   -0.245727   -0.301369    0.042254
   2.6000   -0.305741   -0.117668   -0.188073   -0.000000
   3.4000   -0.205656   -0.051518   -0.154138   -0.000000
   4.6000   -0.131360   -0.015063   -0.116297    0.000000
   9.0000   -0.032950   -0.000152   -0.032798   -0.000000
vbar at innermost node -1.1116 eV
Same, narrower compensation (power 4) 0.555660 Ha
Largest |vbar|, r_c to 20 bohr: 7.4e-11 Ha
Same, narrower compensation: 7.4e-11 Ha
Energy derivative: finite difference -0.1925748 Ha
Energy derivative: integral of v_screened -0.1925748 Ha
Valence-only compensation charge -0.033331
  predicted r*vbar outside -2.951933 Ha bohr
  computed r*vbar at 9 bohr -2.951933 Ha bohr
  vbar at r_c -1.135359 Ha
No core in v_xc: vbar at r_c -0.014614 Ha
  at 3.4 bohr -0.001330 Ha
Core matched at 3.4 bohr: max |vbar| from r_c to there 1.23e-03 Ha
  beyond 3.4 bohr 7.4e-11 Ha
Na+ frozen core: compensation charge -2.951933
  potential at r_c: smooth -0.507786, true -0.507786 Ha
  largest exterior difference 7.4e-11 Ha
\end{verbatim}
